# Electron mean free path for acoustic deformation-potential scattering

## Problem

An electron moves in one valley of a pure semiconductor, with energy $E=\hbar^2k^2/2m$ measured from the band edge and speed $v=\hbar k/m$. A long-wavelength sound wave with displacement $\mathbf u(\mathbf r)$ shifts the band edge by
$$H'=D\,\nabla\cdot\mathbf u ,$$
where $D$ is the deformation potential. Longitudinal phonons have $\omega=v_sq$, the mass density is $\rho$, and the longitudinal elastic constant is $c_l=\rho v_s^2$. Spin is conserved, and the final states lie in the same valley.

Let $1/\tau$ be the rate at which the electron loses its forward momentum, and $\lambda=v\tau$ the mean free path.

1. How does $\lambda$ depend on $E$ and on the lattice temperature $T$ when scattering is elastic? Hold $m$, $D$ and $c_l$ fixed.
2. Is elasticity a sufficient condition for the answer?
3. Evaluate $\lambda$ at 300 K for $m=0.33\,m_0$, $D=9$ eV, $\rho=2.3$ g/cm³ and $v_s=9$ km/s. These are round parameters in the rough regime of electrons in silicon.

## First estimate by scaling

Divide the crystal into cells of volume $\Omega$, each smaller than the electron wavelength. Thermal motion dilates a cell by a random strain $\varepsilon$. Its elastic energy is about $\tfrac12c_l\varepsilon^2\Omega$, and classical equipartition makes this about $\tfrac12k_BT$, so
$$\varepsilon^2\sim\frac{k_BT}{c_l\Omega}.$$

The cell acts on the electron as a weak, small potential bump $U=D\varepsilon$. The scattering amplitude is a length and is linear in $U$. In the Schrödinger equation the potential enters as $mU/\hbar^2$, an inverse length squared. Multiplied by the cell volume, it gives the amplitude $mU\Omega/\hbar^2$, and the cross-section is its square:
$$\sigma\sim\frac{m^2D^2\varepsilon^2\Omega^2}{\hbar^4}.$$

There are $1/\Omega$ cells per volume. If their strains are independent,
$$\lambda\sim\frac{\Omega}{\sigma}\sim\frac{\hbar^4}{m^2D^2\varepsilon^2\Omega}\sim\frac{\hbar^4c_l}{m^2D^2k_BT}.$$

The arbitrary cell volume has cancelled, and no electron energy appears. The estimate leaves open the numerical factor, the independence of the cells and the range of validity.

## Solution by the golden rule

**Matrix elements.** In a crystal of volume $V$ the longitudinal displacement is
$$\mathbf u=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho V\omega}}\;\frac{\mathbf q}{q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).$$
The prefactor gives each mode the right energy. With $N$ phonons, the mode's mean square displacement is $(\hbar/2\rho V\omega)(2N+1)$. Its mean kinetic energy is then $\tfrac12\rho V\omega^2$ times this, or $\tfrac12\hbar\omega(N+\tfrac12)$, half of the oscillator energy.

The divergence brings down a factor $\pm iq$. Between plane waves $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$, and with $|\langle N-1|a|N\rangle|^2=N$ and $|\langle N+1|a^\dagger|N\rangle|^2=N+1$, the squared matrix elements are
$$|M|^2=\frac{D^2\hbar q^2}{2\rho V\omega}\times\begin{cases}N&\text{absorption},\ \mathbf k'=\mathbf k+\mathbf q\\ N+1&\text{emission},\ \mathbf k'=\mathbf k-\mathbf q.\end{cases}$$
From here on, $N=1/(e^{\hbar\omega/k_BT}-1)$ is the thermal mean.

**Two approximations.** First, let $\hbar\omega\ll E$, so that both processes conserve the electron energy. They then lead to the same final states, and their strengths add to a factor $2N+1$. Second, let $\hbar\omega\ll k_BT$, so that $2N+1\approx2k_BT/\hbar\omega$. The sum is
$$\frac{D^2\hbar q^2}{2\rho V\omega}\,\frac{2k_BT}{\hbar\omega}=\frac{D^2k_BT\,q^2}{\rho V\omega^2}=\frac{D^2k_BT}{c_lV}.$$
The squared coupling grows as $q^2$, and $\omega^2=v_s^2q^2$ removes that growth. The thermal strain is equally strong at all these wavevectors, which is the spectrum of strains uncorrelated from place to place. This justifies the independent cells of the estimate.

**Momentum relaxation.** A collision through angle $\theta$ removes the fraction $1-\cos\theta$ of the forward momentum, so
$$\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2k_BT}{c_lV}\sum_{\mathbf k'}(1-\cos\theta)\,\delta(E'-E).$$
The strength does not depend on direction, so the $\cos\theta$ term sums to zero. The remaining sum is $Vg(E)$, where $g$ is the density of states per volume for one spin:
$$\frac1\tau=\frac{2\pi}{\hbar}\frac{D^2k_BT}{c_l}\,g(E).$$

**Density of states.** There are $k^3/6\pi^2$ states per volume inside a sphere of radius $k$. Since $dE/dk=\hbar v$ and $k=mv/\hbar$,
$$g=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{k^2}{2\pi^2\hbar v}=\frac{m^2v}{2\pi^2\hbar^3}.$$

**Result.** Substitution gives
$$\frac1\tau=\frac{m^2D^2k_BT}{\pi\hbar^4c_l}\,v,\qquad \boxed{\lambda=v\tau=\frac{\pi\hbar^4c_l}{m^2D^2k_BT}}$$

The path is independent of $E$ and inversely proportional to $T$. A faster electron covers more ground per second, but it has proportionally more final states to scatter into, and the two effects cancel. The temperature enters through the mean square thermal strain.

Filled final states do not alter this elastic rate. With occupations $f$ and $f'$, the net flow between two states is proportional to $f(1-f')-f'(1-f)=f-f'$, and the Pauli factors cancel. The cancellation relies on the forward and backward transitions having equal strength, as they do under the two approximations above. With absorption strength $N$ and emission strength $N+1$ the net flow is $N(f-f')-f'(1-f)$, and a Pauli factor survives. The rates with finite phonon energy given below assume an almost empty band instead.

## Numbers, and comparison with the estimate

With $\hbar^2/m_0=0.0762$ eV nm², one has $\hbar^2/m=0.231$ eV nm². The elastic constant is 186.3 GPa, or 1163 eV/nm³, and $k_BT=0.02585$ eV at 300 K. Hence
$$\lambda=\pi\left(\frac{\hbar^2}{m}\right)^2\frac{c_l}{D^2k_BT}=\frac{\pi(0.231)^2(1163)}{(81)(0.02585)}\ \text{nm}\approx93\ \text{nm}.$$

At 25 meV the speed is 163.2 km/s and $\tau=0.570$ ps. At 100 meV the speed is 326.5 km/s and $\tau=0.285$ ps. Both products are 93.0 nm. The formula gives 186 nm at 150 K and 70 nm at 400 K.

The scaling estimate lacks the factor $\pi$ and gives $93/\pi\approx30$ nm. The factor can be recovered within the cell picture. A small bump has the matrix element $U\Omega/V$, so its scattering rate is $(2\pi/\hbar)(U\Omega/V)^2Vg$. Dividing by the incident flux $v/V$ gives
$$\sigma=\frac{2\pi}{\hbar}\frac{U^2\Omega^2g}{v}=\frac{m^2U^2\Omega^2}{\pi\hbar^4}.$$
The estimate found every power correctly and made the cross-section too large by $\pi$.

The result was also tested by summing golden-rule rates over the discrete final states of a finite box, keeping the phonon energies and full occupations. The incident wavevector was 40 state spacings long, and the energy delta function was a Gaussian of standard deviation $0.04E$. At 300 K the sum gives 93.9 nm for 25 meV and 93.6 nm for 100 meV. At 150 K and 100 meV it gives 184.9 nm. All three lie within about 1% of the formula.

## Why elasticity is not sufficient

To find the limits of the formula, keep the phonon energy and the full $N$. Define
$$s=\frac{q}{2k},\qquad \beta=\frac{v_s}{v}<1,\qquad x=\frac{2\hbar kv_s}{k_BT},$$
and let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Energy conservation for absorption reads
$$\frac{\hbar^2kq\mu}{m}+\frac{\hbar^2q^2}{2m}-\hbar v_sq=0\quad\Rightarrow\quad\mu=\beta-s .$$
The condition $\mu\ge-1$ gives $s\le1+\beta$, and the fraction of forward momentum lost is $-q\mu/k=2s^2-2\beta s$. For emission the first and last terms change sign. Then $\mu=s+\beta$, $s\le1-\beta$, and the fraction lost is $q\mu/k=2s^2+2\beta s$.

In both cases the angular integral of the delta function is $m/\hbar^2kq$. With $\sum_{\mathbf q}\to(V/4\pi^2)\int q^2dq\,d\mu$, the common prefactor of the rate is
$$\frac{2\pi}{\hbar}\,\frac{D^2\hbar}{2\rho v_s}\,\frac{1}{4\pi^2}\,\frac{m}{\hbar^2k}=\frac{mD^2}{4\pi\rho v_s\hbar^2k},$$
multiplying $\int q^2dq=8k^3\int s^2ds$. The simple rate, written with $v=\hbar k/m$, is $mD^2k_BTk/(\pi\hbar^3\rho v_s^2)$. Division by it leaves the factor $2\hbar kv_s/k_BT=x$, so the full rate is the simple one times
$$R=x\left[\int_0^{1+\beta}\!s^2(2s^2-2\beta s)N\,ds+\int_0^{1-\beta}\!s^2(2s^2+2\beta s)(N+1)\,ds\right],\quad N=\frac1{e^{xs}-1},$$
and the path is $\lambda/R$.

**Warm lattice.** As $v_s\to0$ at fixed $E$ and $T$, both $N$ and $N+1$ approach $1/xs$, and $R\to\int_0^1 4s^3ds=1$. Reversing the sign of $v_s$ reverses $\beta$ and $x$. Because $1/(e^{-y}-1)=-[1/(e^y-1)+1]$, this exchanges the two integrals and leaves $R$ unchanged. The first correction is therefore of second order in $v_s$. At 300 K and $E=\tfrac32k_BT=38.8$ meV the phonon energy $2\hbar kv_s$ is 6.9 meV, a noticeable part of $E$, yet $R=0.990$. At the corresponding thermal energies $R=0.962$ at 77 K and $0.862$ at 20 K.

**Fast electron, cold lattice.** Take $E=100$ meV at 20 K. The phonon energy $2\hbar kv_s$ is 11.0 meV, about 11% of $E$, so collisions are nearly elastic. It is also 6.4 times $k_BT=1.72$ meV, so equipartition fails. If $\beta\to0$ and $x\gg1$, spontaneous emission dominates and
$$R\to x\int_0^12s^4\,ds=\frac{2x}{5}.$$
Since $xk_BT=2\hbar kv_s$, the temperature drops out of the rate, which becomes proportional to $kv\propto v^2$. The path then varies as $1/v\propto E^{-1/2}$ and no longer depends on $T$. For $x=6.4$ this limit gives $R\approx2.6$, and the full integral gives 2.35. The simple formula predicts 1395 nm, whereas the box sum gives 594 nm, in agreement with $1395/2.35$.

The answer to the second question is therefore no: the law also needs $\hbar\omega\ll k_BT$.

## The model beside silicon

The 93 nm is the acoustic part of a model, not a measured path in silicon. The model couples the electron only to dilation, and so only to longitudinal phonons. In silicon, shear strain also shifts a valley, and transverse phonons can scatter about as strongly as longitudinal ones. The shear coupling also depends on the direction of $\mathbf q$ relative to the valley axis. For silicon, $D$ must therefore be read as an effective constant that stands for both kinds of phonon and for an average over directions. Since $\lambda\propto D^{-2}$, a 10% increase in the effective $D$ shortens it by about 17%. The following corrections use rough silicon-like values at 300 K.

The largest computed correction that depends on energy comes from phonons that move electrons between valleys. For a coupling $D_o$ independent of $q$ and a phonon energy $\hbar\omega_o$, replacing $Dq$ by $D_o$ in the golden rule gives the added rate
$$\frac{\pi D_o^2}{\rho\omega_o}\left[N_o\,g(E+\hbar\omega_o)+(N_o+1)\,g(E-\hbar\omega_o)\right],$$
where $N_o$ is the thermal occupation and the last term is present for $E>\hbar\omega_o$. One effective 60 meV phonon, with $D_o=10^9$ eV/cm and one final valley, adds 0.28 of the acoustic rate at 25 meV and 1.17 of it at 100 meV. The combined paths are $93/1.28\approx73$ nm and $93/2.17\approx43$ nm. The total path thus depends on energy although its acoustic part does not. Silicon has several such phonons and more than one final valley, so the real addition can be considerably larger than this one-phonon estimate.

Band shape matters less at these energies. For $E(1+\alpha E)=\hbar^2k^2/2m$, differentiation gives $v=(\hbar k/m)/(1+2\alpha E)$. Since $g\propto k^2/v$, the acoustic path varies as $v^2/k^2$ and is multiplied by $(1+2\alpha E)^{-2}$, if changes in the Bloch-function overlap are neglected. With $\alpha=0.5$ eV⁻¹ the factor is 0.95 at 25 meV and 0.83 at 100 meV.

An ellipsoidal valley with masses 0.9, 0.2 and 0.2 $m_0$ has the density of states of an isotropic mass $(0.9\times0.2^2)^{1/3}m_0=0.33\,m_0$. At given $E$, the speed along an axis is $\sqrt{2E/m_{\rm axis}}$. With the same isotropic coupling, the path is multiplied by $\sqrt{m/m_{\rm axis}}$, which gives about 56 nm along the heavy axis and 120 nm along a light one. Neither value depends on energy.

A thin transistor channel, such as a silicon inversion layer, breaks a more basic assumption, because its electrons are confined to a width comparable with their wavelength. In a single two-dimensional parabolic subband the density of states is constant. If the squared matrix element is also constant, $\tau$ is independent of energy and $\lambda\propto v$, so the path doubles from 25 to 100 meV above the subband edge. This holds only while one subband is open. In a triangular-well estimate for a silicon inversion layer, the next subbands lie roughly 25 to 60 meV higher at surface fields of 0.1 to 0.3 MV/cm, so a 100 meV electron can usually scatter into them as well. Impurities and rough interfaces add further scattering that is not estimated here.

In the numerical output, "largest phonon energy" means $2\hbar kv_s$, the largest value for elastic scattering; with the phonon energy kept, absorption reaches $1+\beta$ times this.

## Computed results

```
effective mass: 0.33 m0
deformation potential: 9.0 eV
density: 2.3 g/cm3
sound speed: 9.0 km/s
elastic constant c_l: 186.3 GPa
kB T at 300 K: 25.85 meV
E = 25 meV, T = 300 K:
  speed: 163.2 km/s
  acoustic rate: 1.755 1/ps
  relaxation time: 0.570 ps
  path, speed times time: 93.0 nm
E = 100 meV, T = 300 K:
  speed: 326.5 km/s
  acoustic rate: 3.510 1/ps
  relaxation time: 0.285 ps
  path, speed times time: 93.0 nm
path from formula at 150 K: 186.0 nm
path from formula at 300 K: 93.0 nm
path from formula at 400 K: 69.8 nm
box-sum path, 25 meV, 300 K: 93.9 nm
box-sum path, 100 meV, 300 K: 93.6 nm
box-sum path, 100 meV, 150 K: 184.9 nm
mean thermal energy at 300 K: 38.8 meV
largest phonon energy there (2 hbar k v_s): 6.87 meV
v_s/v there: 0.0443
R at E = 1.5 kB T, 300 K: 0.9902
R at E = 1.5 kB T, 77 K: 0.9624
R at E = 1.5 kB T, 20 K: 0.8621
largest phonon energy at 100 meV: 11.0 meV
kB T at 20 K: 1.72 meV
R at 100 meV, 20 K: 2.35
simple path at 20 K: 1395 nm
box-sum path at 100 meV, 20 K: 594 nm
nonparabolicity alpha: 0.5 1/eV
intervalley phonon: 60 meV
intervalley coupling: 1.0e+09 eV/cm
neglected effects at 25 meV, 300 K:
  nonparabolic path factor: 0.952
  intervalley/acoustic rate: 0.280
  path with both rates: 72.6 nm
neglected effects at 100 meV, 300 K:
  nonparabolic path factor: 0.826
  intervalley/acoustic rate: 1.172
  path with both rates: 42.8 nm
long axis mass 0.9 m0, path factor: 0.606
transverse axis mass 0.2 m0, path factor: 1.285
```
